# Energy-normalized Dirac spherical waves and the expansion of polarized plane waves

## 1. Definitions and conventions

Hartree atomic units are used: $\hbar=m_e=1$, lengths in bohr, energies in hartree. The free Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2,\qquad \boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\quad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

The energy $E$ includes the rest energy $c^2$. We take $|E|>c^2$ and define $p=\sqrt{E^2-c^4}/c>0$.

The label $\kappa=\pm1,\pm2,\dots$ fixes the total angular momentum $j=|\kappa|-\tfrac12$ and the orbital number

$$l=\kappa\ \ (\kappa>0),\qquad l=-\kappa-1\ \ (\kappa<0).$$

The orbital number belonging to $-\kappa$ is called $\bar l$. Thus $\bar l=l-1$ for $\kappa>0$ and $\bar l=l+1$ for $\kappa<0$. The projection $\mu$ runs from $-j$ to $j$.

The spin-angle functions couple in the order $(l,\tfrac12)$, with Condon–Shortley harmonics:

$$\chi_{\kappa\mu}=\frac1{\sqrt{2l+1}}\begin{pmatrix}\sqrt{l+\mu+\frac12}\;Y_{l,\mu-1/2}\\ \sqrt{l-\mu+\frac12}\;Y_{l,\mu+1/2}\end{pmatrix}\quad(\kappa<0),$$

$$\chi_{\kappa\mu}=\frac1{\sqrt{2l+1}}\begin{pmatrix}-\sqrt{l-\mu+\frac12}\;Y_{l,\mu-1/2}\\ \sqrt{l+\mu+\frac12}\;Y_{l,\mu+1/2}\end{pmatrix}\quad(\kappa>0).$$

They are orthonormal on the unit sphere. The four-spinor is written

$$\psi_{E\kappa\mu}=\begin{pmatrix}g(r)\,\chi_{\kappa\mu}(\hat{\mathbf r})\\ i f(r)\,\chi_{-\kappa\mu}(\hat{\mathbf r})\end{pmatrix}.\tag{1}$$

The corresponding reduced radial functions are $P=rg$ and $Q=rf$.

## 2. Two angular identities

From $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ we have $\mathbf J^2=\mathbf L^2+\boldsymbol\sigma\cdot\mathbf L+\tfrac34$. The eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$ is therefore $j(j+1)-l(l+1)-\tfrac34$. This is $l=-\kappa-1$ for $j=l+\tfrac12$, and $-(l+1)=-\kappa-1$ for $j=l-\tfrac12$. Hence

$$\boldsymbol\sigma\cdot\mathbf L\,\chi_{\kappa\mu}=-(\kappa+1)\chi_{\kappa\mu}.\tag{2}$$

The matrix $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\mathbf J$ and is odd under parity. It must take $\chi_{\kappa\mu}$ to a multiple of $\chi_{-\kappa\mu}$, and the multiple does not depend on $\mu$ because $\sigma_r$ commutes with the ladder operators $J_\pm$. To find it, take $\hat{\mathbf r}=\hat{\mathbf z}$ and $\mu=\tfrac12$, where $Y_{lm}(\hat{\mathbf z})=\delta_{m0}\sqrt{(2l+1)/4\pi}$. The upper component is $+\sqrt{|\kappa|/4\pi}$ for $\kappa<0$ and $-\sqrt{|\kappa|/4\pi}$ for $\kappa>0$; the lower one vanishes. Since $\sigma_z$ leaves an upper component unchanged,

$$\sigma_r\chi_{\kappa\mu}=-\chi_{-\kappa\mu}.\tag{3}$$

With the coupling order $(\tfrac12,l)$, the functions with $\kappa>0$ change sign. The right side of (3) then becomes $+\chi_{-\kappa\mu}$, and $f$ changes sign relative to $g$ in (1).

## 3. Separation of the radial equations

Use $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ and $\sigma_r^2=1$:

$$\boldsymbol\sigma\cdot\mathbf p=\sigma_r\left(\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot\frac{\mathbf r\times\mathbf p}{r}\right)=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$

With (2) and (3),

$$\boldsymbol\sigma\cdot\mathbf p\,(g\chi_{\kappa\mu})=i\left(g'+\frac{\kappa+1}{r}g\right)\chi_{-\kappa\mu},$$

$$\boldsymbol\sigma\cdot\mathbf p\,(if\chi_{-\kappa\mu})=-\left(f'+\frac{1-\kappa}{r}f\right)\chi_{\kappa\mu}.$$

The second line follows from the first by $\kappa\to-\kappa$ and the factor $i\cdot i=-1$. The lower and upper halves of $H\psi=E\psi$ become

$$c\left(g'+\frac{\kappa+1}{r}g\right)=(E+c^2)f,\qquad -c\left(f'+\frac{1-\kappa}{r}f\right)=(E-c^2)g.\tag{4}$$

Since $E+c^2\ne0$, the first equation gives $f$. Inserting it in the second requires

$$\left(\frac{d}{dr}+\frac{1-\kappa}{r}\right)\left(g'+\frac{\kappa+1}{r}g\right)=g''+\frac2r g'+\frac{-(\kappa+1)+(1-\kappa)(1+\kappa)}{r^2}g.$$

The last numerator is $-\kappa(\kappa+1)=-l(l+1)$ for either sign of $\kappa$. Therefore

$$g''+\frac2r g'+\left(p^2-\frac{l(l+1)}{r^2}\right)g=0,$$

with solutions $j_l(pr)$ and $y_l(pr)$. In the irregular solution one component has orbital number $|\kappa|\ge1$ and behaves as $r^{-|\kappa|-1}$. Its radial density $r^2\cdot r^{-2|\kappa|-2}=r^{-2|\kappa|}$ is not integrable at the origin, so this solution is rejected in free space. Outside a finite-range potential the origin is excluded from the region, and both solutions are needed.

Put $g=Nj_l(pr)$. The recurrences

$$j_l'(z)+\frac{l+1}{z}j_l=j_{l-1},\qquad j_l'(z)-\frac lz j_l=-j_{l+1}$$

apply to $\kappa=l$ and $\kappa=-l-1$ respectively. Equation (4) then gives

$$f=\operatorname{sgn}(\kappa)\,\frac{cp}{E+c^2}\,N j_{\bar l}(pr).\tag{5}$$

## 4. Normalization on the energy scale

The radial integral follows from the scalar plane wave, which is also needed later. The projection $\frac12\int_{-1}^1P_l(x)e^{izx}dx$ is regular and satisfies the spherical Bessel equation, because $e^{i\mathbf p\cdot\mathbf r}$ satisfies the Helmholtz equation. It is a multiple of $j_l(z)$. Its leading term, with $\int_{-1}^1x^lP_l\,dx=2^{l+1}(l!)^2/(2l+1)!$, is

$$\frac12\frac{(iz)^l}{l!}\frac{2^{l+1}(l!)^2}{(2l+1)!}=i^l\frac{z^l}{(2l+1)!!}.$$

This is $i^l$ times the leading term of $j_l$. The addition theorem for $P_l$ then yields

$$e^{i\mathbf p\cdot\mathbf r}=4\pi\sum_{lm}i^lj_l(pr)Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf p}).\tag{6}$$

Insert (6) in $\int e^{i(\mathbf p-\mathbf p')\cdot\mathbf r}d^3r=(2\pi)^3\delta^3(\mathbf p-\mathbf p')$ and compare the coefficients of each $l$:

$$\int_0^\infty r^2j_l(pr)j_l(p'r)\,dr=\frac{(2\pi)^3}{(4\pi)^2p^2}\delta(p-p')=\frac{\pi}{2p^2}\delta(p-p').$$

For two states with the same sign of energy, the upper and lower contributions add to

$$N^2\left[1+\frac{c^2p^2}{(E+c^2)^2}\right]\frac{\pi}{2p^2}\delta(p-p').$$

Because $c^2p^2=(E-c^2)(E+c^2)$, the bracket is $2E/(E+c^2)$, which is positive for both signs of $E$. Also $\delta(p-p')=(c^2p/|E|)\,\delta(E-E')$. The product is $N^2\pi c^2/(p|E+c^2|)$ times $\delta(E-E')$. Setting this factor to one gives

$$g=\sqrt{\frac{p|E+c^2|}{\pi c^2}}\,j_l(pr),\qquad f=\operatorname{sgn}(\kappa)\operatorname{sgn}(E)\sqrt{\frac{p|E-c^2|}{\pi c^2}}\,j_{\bar l}(pr).\tag{7}$$

The factor $\operatorname{sgn}(E)$ comes from the denominator $E+c^2$ in (5). For $E'=-E$ the two prefactors under the roots are interchanged. The upper and lower products are then equal in size and opposite in sign, so states of opposite energy are orthogonal. In full,

$$\langle E'\kappa'\mu'|E\kappa\mu\rangle=\delta(E-E')\,\delta_{\kappa\kappa'}\delta_{\mu\mu'}.$$

A delta function can be tested through smooth packets. Gaussian packets centred at kinetic energies 5000 and 5600 hartree were formed from (7), and their spatial overlap was compared with the energy integral of the product of their weights. For four values of $\kappa$ and both energy signs, the largest deviation relative to that integral was $2.2\times10^{-16}$, which is at the level of rounding.

At low kinetic energy $T=E-c^2\ll c^2$, the upper prefactor tends to $\sqrt{2p/\pi}$ and the ratio of lower to upper prefactor tends to $p/(2c)$. For $E\gg c^2$ that ratio tends to one. To avoid cancellation at small $T$, compute $p=\sqrt{T(T+2c^2)}/c$ and use $T$ itself for $E-c^2$.

### Flux carried by one spherical wave

For $E>c^2$, split $j_l=\frac12(h_l^{(1)}+h_l^{(2)})$ and keep the incoming half, with $h_l^{(2)}=j_l-iy_l$. From (3), the outward flux of a spinor of form (1) through a sphere is

$$c\,r^2\!\int\psi^\dagger\alpha_r\psi\,d\Omega=c\,r^2(-ig^*f+if^*g)=2c\,r^2\operatorname{Im}(g^*f).$$

The incoming half solves (4) for $r>0$, so its flux is independent of $r$ and can be evaluated at large $r$. There $h_l^{(2)}(z)\to i^{l+1}e^{-iz}/z$, and $\operatorname{sgn}(\kappa)\operatorname{Im}(h_l^{(2)*}h_{\bar l}^{(2)})\to-1/z^2$ for both signs of $\kappa$. With $N^2cp/(E+c^2)=p^2/(\pi c)$,

$$2c\,r^2\operatorname{Im}(g^*f)=-2c\,r^2\,\frac14\,\frac{p^2}{\pi c}\,\frac1{p^2r^2}=-\frac1{2\pi}.\tag{8}$$

On the energy scale each channel thus carries the same incoming flux, $1/(2\pi)$, whatever $E$ and $\kappa$ are.

## 5. The polarized plane wave

Let $E>c^2$, and let $\xi$ be a normalized two-spinor. The lower half of $Hu=Eu$ gives the lower component, and the condition $u^\dagger u=1$, meaning a density of one electron per cubic bohr, fixes the factor (so $u$ carries the unit bohr$^{-3/2}$):

$$u=A\begin{pmatrix}\xi\\ \eta\,\boldsymbol\sigma\cdot\hat{\mathbf p}\,\xi\end{pmatrix},\qquad \eta=\frac{cp}{E+c^2},\qquad A=\sqrt{\frac{E+c^2}{2E}}.\tag{9}$$

The spinor $\xi$ describes the spin in the rest frame, $\mathbf s=\xi^\dagger\boldsymbol\sigma\xi$. It differs in general from the mean of $\boldsymbol\Sigma=\operatorname{diag}(\boldsymbol\sigma,\boldsymbol\sigma)$ in the moving state. Since $(\boldsymbol\sigma\cdot\hat{\mathbf p})\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat{\mathbf p})=2\hat{\mathbf p}(\boldsymbol\sigma\cdot\hat{\mathbf p})-\boldsymbol\sigma$,

$$u^\dagger\boldsymbol\Sigma u=A^2\left[\mathbf s+\eta^2\left(2(\mathbf s\cdot\hat{\mathbf p})\hat{\mathbf p}-\mathbf s\right)\right]=\mathbf s_\parallel+\frac{c^2}{E}\mathbf s_\perp.\tag{10}$$

Here $A^2(1+\eta^2)=1$ and $A^2(1-\eta^2)=c^2/E$. An input given as the mean of $\boldsymbol\Sigma$ must be converted with (10) before $\xi$ is built.

## 6. Expansion in spherical waves

For fixed $l$, the functions with $\kappa=l$ and $\kappa=-l-1$ form an orthonormal basis of the products of $Y_{lm}$ with a spinor (for $l=0$, $\kappa=-1$ alone). Hence $\sum_mY_{lm}(\hat{\mathbf r})Y_{lm}^*(\hat{\mathbf p})$ times the unit matrix equals the sum of $\chi_{\kappa\mu}(\hat{\mathbf r})\chi^\dagger_{\kappa\mu}(\hat{\mathbf p})$ over that basis. Equation (6) becomes

$$e^{i\mathbf p\cdot\mathbf r}\xi=4\pi\sum_{\kappa\mu}i^lj_l(pr)\,\chi_{\kappa\mu}(\hat{\mathbf r})\,[\chi^\dagger_{\kappa\mu}(\hat{\mathbf p})\xi].$$

For the lower half, replace $\xi$ by $\boldsymbol\sigma\cdot\hat{\mathbf p}\,\xi$ and name the summation label $-\kappa$. By (3), $\chi^\dagger_{-\kappa\mu}(\hat{\mathbf p})\,\boldsymbol\sigma\cdot\hat{\mathbf p}=-\chi^\dagger_{\kappa\mu}(\hat{\mathbf p})$, so

$$e^{i\mathbf p\cdot\mathbf r}\boldsymbol\sigma\cdot\hat{\mathbf p}\,\xi=4\pi\sum_{\kappa\mu}(-i^{\bar l})j_{\bar l}(pr)\,\chi_{-\kappa\mu}(\hat{\mathbf r})\,[\chi^\dagger_{\kappa\mu}(\hat{\mathbf p})\xi].$$

For $\kappa>0$, $-i^{l-1}=i\,i^l$; for $\kappa<0$, $-i^{l+1}=-i\,i^l$. Thus $-i^{\bar l}=i\,i^l\operatorname{sgn}(\kappa)$, which matches the factor $i$ in (1) and the sign in (5). Both halves share the coefficient $4\pi A\,i^l\chi^\dagger_{\kappa\mu}(\hat{\mathbf p})\xi/N$. Its prefactor is

$$\frac{4\pi A}{N}=4\pi\sqrt{\frac{E+c^2}{2E}}\sqrt{\frac{\pi c^2}{p(E+c^2)}}=\frac{(2\pi)^{3/2}c}{\sqrt{Ep}}.$$

The result is

$$u\,e^{i\mathbf p\cdot\mathbf r}=\sum_{\kappa\mu}a_{\kappa\mu}\psi_{E\kappa\mu},\qquad a_{\kappa\mu}=\frac{(2\pi)^{3/2}c}{\sqrt{Ep}}\;i^l\,\chi^\dagger_{\kappa\mu}(\hat{\mathbf p})\,\xi.\tag{11}$$

As $p\to0$ the coefficient grows as $p^{-1/2}$ while $N$ falls as $p^{1/2}$. Their product stays finite, and if $p$ is supplied directly the two factors can be multiplied in double precision without loss of accuracy even at $p=10^{-300}$. This does not extend to quantities built from $T\approx p^2/2$: $T$ underflows below $p\approx10^{-154}$, and the lower prefactor in (7), which contains $pT$, does so not far below $p=10^{-100}$. For such small $p$ the lower component is obtained by forming the product of the coefficient and $N$ first and then multiplying by $\eta$, as in (5). At $p=0$ the product must be replaced by its closed form, with $4\pi A$ in place of the two prefactors.

If the plane wave is itself normalized to $\delta(E-E')\,\delta(\hat{\mathbf p},\hat{\mathbf p}')$, it must be multiplied by $\sqrt{Ep}/[(2\pi)^{3/2}c]$, because $\delta^3(\mathbf p-\mathbf p')=(c^2/Ep)\,\delta(E-E')\,\delta(\hat{\mathbf p},\hat{\mathbf p}')$. The coefficients then reduce to $i^l\chi^\dagger_{\kappa\mu}(\hat{\mathbf p})\xi$.

### Momentum along z, and channel weights

For $\hat{\mathbf p}=\hat{\mathbf z}$ and $\xi$ with spin projection $s=\pm\frac12$, the harmonics at the pole leave $\mu=s$:

$$\chi^\dagger_{\kappa\mu}(\hat{\mathbf z})\xi_s=\delta_{\mu s}\sqrt{\frac{|\kappa|}{4\pi}}\times\begin{cases}1,&\kappa<0\\-2s,&\kappa>0.\end{cases}\tag{12}$$

For a general direction, consider $M=\sum_\mu\chi_{\kappa\mu}(\hat{\mathbf p})\chi^\dagger_{\kappa\mu}(\hat{\mathbf p})$. Rotational covariance allows $M=a+b\,\boldsymbol\sigma\cdot\hat{\mathbf p}$. Since $\chi_{\kappa\mu}(-\hat{\mathbf p})=(-1)^l\chi_{\kappa\mu}(\hat{\mathbf p})$, $M$ is even in $\hat{\mathbf p}$ and $b=0$. The trace is uniform on the sphere and integrates to $2j+1=2|\kappa|$, so $a=|\kappa|/4\pi$. Hence $\sum_\mu|\chi^\dagger_{\kappa\mu}(\hat{\mathbf p})\xi|^2=|\kappa|/4\pi$ for every polarization.

The plane wave has flux $v=c\,u^\dagger\boldsymbol\alpha\cdot\hat{\mathbf p}\,u=2cA^2\eta=c^2p/E$. The incoming flux in channel $\kappa$ divided by $v$ is an area:

$$\frac{(2\pi)^3c^2}{Ep}\cdot\frac{|\kappa|}{4\pi}\cdot\frac1{2\pi}\cdot\frac{E}{c^2p}=\frac{\pi|\kappa|}{p^2}.\tag{13}$$

The two channels of one $l\ge1$ add to $\pi(2l+1)/p^2$. At fixed $p$ the speed of light has dropped out. The area is the absorption cross section of a scatterer that removes all incoming flux in that channel.

### Where to stop the sum

By the Cauchy–Schwarz inequality and the channel weight, $\left|\sum_\mu\chi_{\kappa\mu}(\hat{\mathbf r})\chi^\dagger_{\kappa\mu}(\hat{\mathbf p})\xi\right|\le|\kappa|/4\pi$. The omitted terms beyond $|\kappa|=K$ therefore have a norm of at most

$$\sqrt2\sum_{k>K}k\left(|j_{k-1}(pr)|+|j_k(pr)|\right),\tag{14}$$

where $A(1+\eta)\le\sqrt2$ was used. Since $|j_l(z)|\le z^l/(2l+1)!!$, the tail falls faster than geometrically once $l$ is well above $pr$. The required $K$ grows with the distance at which the wave is needed.

## 7. Worked example

Take a free electron with $T=5000$ hartree, momentum along $z$ and rest-frame spin along $x$, so $\xi=(1,1)/\sqrt2$. With $c^2=18778.87$ hartree, $E=23778.87$ hartree and

$$p=\frac{\sqrt{5000\,(5000+2\times18778.87)}}{137.036}=106.449\ \text{a.u.}$$

The speed is $0.6135\,c$ and $\eta=0.34276$. The prefactors in (7) are $8.7629$ and $0.34276\times8.7629=3.0036$ bohr$^{-3/2}$ hartree$^{-1/2}$. The mean of $\Sigma_x$ is $c^2/E=0.7897$, although the rest-frame spin is fully along $x$.

The scale in (11) is $1.35656$ hartree$^{1/2}$. For $\kappa=-1$ and either $\mu=\pm\frac12$,

$$a=1.35656\times\frac1{\sqrt2}\times\frac1{\sqrt{4\pi}}=0.2706\ \text{hartree}^{1/2}.$$

For $\kappa=+1$ the size is the same and the phase is $-i$ for $\mu=+\frac12$ and $+i$ for $\mu=-\frac12$, as $i^l$ and (12) require. For $|\kappa|=2$ the size is larger by $\sqrt2$, namely $0.3827$ hartree$^{1/2}$. The areas (13) are $2.772\times10^{-4}$ bohr$^2$ for $\kappa=\pm1$ and $5.545\times10^{-4}$ bohr$^2$ for $\kappa=-2$. The $l=1$ total is $8.317\times10^{-4}$ bohr$^2$.

At $\mathbf r=(0.02,0.01,0.03)$ bohr, $pr=3.983$. The first component of the plane wave is $-0.6680-0.0347i$ bohr$^{-3/2}$, and the third is $\eta$ times it, $-0.2290-0.0119i$. The fourth has the opposite sign to the third because $\sigma_z$ acts on $\xi$.

The norm of the full spinor is 1 bohr$^{-3/2}$, so the error norms of the partial sums are also relative errors. They are $0.80$ at $K=1$, $0.35$ at $K=4$, $4.0\times10^{-3}$ at $K=8$, $2.2\times10^{-9}$ at $K=16$ and $3.1\times10^{-13}$ at $K=20$. The first few channels alone do not represent the wave at this distance; the rapid decrease sets in when $K$ exceeds $pr$, in line with (14). The full set of values is in the numerical output.

## Table of computed values

```
speed of light c = 137.035999 a.u.
kinetic energy T = 5000.0 hartree
rest energy c^2 = 18778.8651 hartree
total energy E = 23778.8651 hartree
momentum p = 106.448503 a.u.
speed / c = 0.613456 (no unit)
lower/upper factor cp/(E+c^2) = 0.342764 (no unit)
radial prefactors in bohr^-3/2 hartree^-1/2:
  upper = 8.762931
  lower = 3.003621
incoming flux, kappa=-1 = 0.15915494 a.u.
packet overlap: largest relative error = 2.2e-16
mean Sigma_x of moving electron = 0.789729 (no unit)
coefficient scale = 1.356560 hartree^1/2
plane-wave coefficients a in hartree^1/2:
  kappa=-1 mu=+0.5: +0.270595 +0.000000 i
  kappa=-1 mu=-0.5: +0.270595 +0.000000 i
  kappa=+1 mu=+0.5: -0.000000 -0.270595 i
  kappa=+1 mu=-0.5: +0.000000 +0.270595 i
  kappa=-2 mu=+0.5: +0.000000 +0.382679 i
  kappa=-2 mu=-0.5: +0.000000 +0.382679 i
  kappa=+2 mu=+0.5: +0.382679 -0.000000 i
  kappa=+2 mu=-0.5: -0.382679 +0.000000 i
channel areas in bohr^2:
  kappa=-1: 2.772495e-04
  kappa=+1: 2.772495e-04
  kappa=-2: 5.544990e-04
l=1 total area = 8.317485e-04 bohr^2
position x, y, z in bohr: 0.02, 0.01, 0.03
distance r = 0.037417 bohr
p r = 3.982938 (no unit)
plane-wave components in bohr^-3/2:
  component 1: -0.66800443 -0.03467544 i
  component 2: -0.66800443 -0.03467544 i
  component 3: -0.22896817 -0.01188551 i
  component 4: +0.22896817 +0.01188551 i
norm of partial-sum error in bohr^-3/2:
  K= 1: 8.028e-01
  K= 2: 6.972e-01
  K= 4: 3.548e-01
  K= 6: 5.013e-02
  K= 8: 4.047e-03
  K=12: 5.765e-06
  K=16: 2.182e-09
  K=20: 3.105e-13
```
